# Allen's optical scattering rate at zero temperature and its inversion: a numerical check

```python
"""Optical scattering rate of a metal at zero temperature (Allen) and its inversion.

Result under test, hbar = e = m = 1:
    rate(w) = (2 pi / w) * integral_0^w (w - W) a(W) dW
    a(w)    = (1 / 2 pi) * d^2 [w * rate(w)] / dw^2
w: photon energy, W: phonon energy, a: transport spectrum alpha_tr^2 F.
Main model: free-electron sphere, acoustic phonons W = s*q up to q = 2 kF,
squared coupling C*q/volume. Then alpha^2 F = lam*x^2 and
alpha_tr^2 F = 2*lam*x^4 with x = W/cutoff.
Second model: angle-independent coupling, spectrum 6*lam*x^2*(1-x)^2, for which
the conductivity is computed with the full self-energy, beyond lowest order.
Energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import xlogy

rng = np.random.default_rng(7)
fermi, cutoff, lam = 5.0, 0.04, 0.2
hbar_fs = const.hbar / const.e * 1e15
k_fermi_A = np.sqrt(2 * const.m_e * fermi * const.e) / const.hbar * 1e-10
print(f"Fermi energy = {fermi:.1f} eV, phonon cutoff = {cutoff:.3f} eV")
print(f"coupling lambda = {lam:.2f}")
print(f"Fermi wavenumber = {k_fermi_A:.4f} 1/angstrom")
print(f"hbar * sound speed = {cutoff / (2 * k_fermi_A):.5f} eV angstrom")


# --- Photon-assisted transition rate from the time-dependent Schroedinger eq.
def assisted_rate(v_initial, v_final, coupling=2e-4, spacing=0.002):
    """One level coupled to a band of levels near one photon energy above it.
    Photon energy and field amplitude are 1; returns growth rate of population."""
    levels = 1.0 + spacing * np.arange(-150, 151)
    steps = 100
    dt = 2 * np.pi / steps
    root = np.sqrt(len(levels))
    cosine, sine = np.cos(coupling * root * dt), np.sin(coupling * root * dt)
    free = np.exp(-1j * levels * dt)
    a, b = 1.0 + 0j, np.zeros(len(levels), complex)
    population = {}
    for n in range(200 * steps):
        shift = -np.sin((n + 0.5) * dt)
        a = a * np.exp(-1j * v_initial * shift * dt)
        b = b * free * np.exp(-1j * v_final * shift * dt)
        bright = b.sum() / root
        new_bright = cosine * bright - 1j * sine * a
        a = cosine * a - 1j * sine * bright
        b = b + (new_bright - bright) / root
        if n + 1 in (50 * steps, 200 * steps):
            population[n + 1] = np.sum(abs(b) ** 2)
    early, late = population[50 * steps], population[200 * steps]
    return (late - early) / (150 * 2 * np.pi)


golden = 2 * np.pi * (2e-4 * 0.2 / 2) ** 2 / 0.002
ratio_different = assisted_rate(0.5, 0.7) / golden
ratio_equal = assisted_rate(0.6, 0.6) / golden
print(f"propagated/golden-rule rate, velocities differ = {ratio_different:.4f}")
print(f"same ratio, equal velocities = {ratio_equal:.5f}")
# The golden rule keeps the first power of the phase amplitude 0.2 (error 1%).
assert abs(ratio_different - 1) < 0.03
assert abs(ratio_equal) < 0.005


# --- Fermi-surface reduction against a sum over three-dimensional momenta
def a_transport(W):
    return 2 * lam * (W / cutoff) ** 4 if 0 <= W <= cutoff else 0.0


def a_plain(W):
    return lam * (W / cutoff) ** 2 if 0 <= W <= cutoff else 0.0


def directions(n):
    z, phi = rng.uniform(-1, 1, n), rng.uniform(0, 2 * np.pi, n)
    r = np.sqrt(1 - z * z)
    return np.array([r * np.cos(phi), r * np.sin(phi), z])


k_f = np.sqrt(2 * fermi)
dos = k_f / (2 * np.pi ** 2)
sound = cutoff / (2 * k_f)
strength = lam * sound / (2 * dos)
drude = k_f ** 3 / (3 * np.pi ** 2)
w_top = cutoff
total = total_sq = 0.0
n_chunk, chunks = 500_000, 8
for _ in range(chunks):
    k1 = np.sqrt(2 * (fermi - w_top * rng.random(n_chunk)))
    k2 = np.sqrt(2 * (fermi + w_top * rng.random(n_chunk)))
    dk = k2 * directions(n_chunk) - k1 * directions(n_chunk)
    q = np.sqrt((dk ** 2).sum(axis=0))
    allowed = (k2 ** 2 - k1 ** 2) / 2 + sound * q < w_top
    weight = k1 * k2 / (4 * np.pi ** 4) * strength * q * dk[0] ** 2 * allowed
    total += weight.sum()
    total_sq += (weight ** 2).sum()
n_all = n_chunk * chunks
mean = total / n_all
rel_error = np.sqrt((total_sq / n_all - mean ** 2) / n_all) / mean
summed = 2 * np.pi * w_top ** 2 * mean


def reduced(spectrum):
    """Integral of w^3 Re sigma(w) from 0 to w_top in the reduced form."""
    return drude * np.pi * quad(lambda W: (w_top - W) ** 2 * spectrum(W),
                                0, cutoff)[0]


ratio_tr, ratio_plain = summed / reduced(a_transport), summed / reduced(a_plain)
print(f"momentum sum / formula with alpha_tr^2 F = {ratio_tr:.4f}")
print(f"relative statistical error of the sum = {rel_error:.4f}")
print(f"momentum sum / formula with alpha^2 F = {ratio_plain:.4f}")
assert rel_error < 0.008
assert abs(ratio_tr - 1) < 5 * rel_error + 0.005  # 0.005: finite w/E_F


# --- Optical rate: quadrature, closed form, average of single-particle rates
def rate(w):
    top = min(w, cutoff)
    return 2 * np.pi / w * quad(lambda W: (w - W) * a_transport(W), 0, top,
                                epsabs=1e-15, epsrel=1e-12)[0]


def rate_closed(w):
    if w <= cutoff:
        return 2 * np.pi / 15 * lam * w ** 5 / cutoff ** 4
    return 4 * np.pi * lam * cutoff * (1 / 5 - cutoff / (6 * w))


def single_rate(e):
    return 2 * np.pi * quad(a_transport, 0, min(e, cutoff))[0]


for w in (0.01, 0.02, 0.04, 0.08, 0.4):
    value = rate(w)
    averaged = quad(single_rate, 0, w, points=[min(cutoff, w / 2), w / 3]
                    if w <= cutoff else [cutoff])[0] / w
    assert abs(value / rate_closed(w) - 1) < 1e-8
    assert abs(averaged / value - 1) < 1e-6
    print(f"w = {w:.2f} eV: optical rate = {value:.4e} eV, "
          f"single-particle = {single_rate(w):.4e} eV")
limit = 2 * np.pi * quad(a_transport, 0, cutoff)[0]
assert abs(rate(1000 * cutoff) / limit - 1) < 1e-3
print(f"high-frequency limit of the rate = {limit:.5f} eV")
print(f"rate/w at w = 0.08 eV = {rate(0.08) / 0.08:.4f}")
print(f"lifetime at w = 0.08 eV = {hbar_fs / rate(0.08):.2f} fs")

# --- Inversion by second difference, with elastic scattering in the data
elastic, h = 0.01, 0.002
print(f"elastic rate added = {elastic:.3f} eV, step h = {h:.3f} eV")


def inverted(w):
    f = [(w + j * h) * (rate(w + j * h) + elastic) for j in (-1, 0, 1)]
    return (f[0] - 2 * f[1] + f[2]) / (2 * np.pi * h * h)


for w in (0.02, 0.03, 0.04, 0.05):
    smooth = quad(lambda W: (1 - abs(W - w) / h) / h * a_transport(W),
                  w - h, w + h, points=[w])[0]
    assert abs(inverted(w) - smooth) < 1e-7
    print(f"w = {w:.2f} eV: inverted = {inverted(w):.5f}, "
          f"true alpha_tr^2 F = {a_transport(w):.5f}")

w, delta = 0.02, 1e-6
noise = rng.normal(0, delta, (3, 200_000))
noisy = ((w - h) * noise[0] - 2 * w * noise[1] + (w + h) * noise[2])
spread = noisy.std() / (2 * np.pi * h * h)
predicted = delta * np.sqrt(6 * w * w + 2 * h * h) / (2 * np.pi * h * h)
assert abs(spread / predicted - 1) < 0.01
print(f"error of each rate = {delta:.1e} eV; at w = 0.02 eV")
print(f"  error of alpha_tr^2 F: sampled {spread:.5f}, formula {predicted:.5f}")

# --- Beyond lowest order: full self-energy, angle-independent coupling
per_cutoff = 200
x = np.arange(3 * per_cutoff + 1) / per_cutoff  # energy / cutoff


def bump(y):
    return 6 * y ** 2 * (1 - y) ** 2 if 0 <= y <= 1 else 0.0


edges = np.linspace(0, 1, 4 * per_cutoff + 1)
middle = (edges[1:] + edges[:-1]) / 2
bump_middle = 6 * middle ** 2 * (1 - middle) ** 2


def log_primitive(u):
    return xlogy(u, abs(u)) - u


kernel = (np.diff(log_primitive(edges[None, :] - x[:, None]), axis=1)
          - np.diff(log_primitive(edges[None, :] + x[:, None]), axis=1))
y = np.minimum(x, 1)
self_unit = kernel @ bump_middle - 1j * np.pi * 6 * (
    y ** 3 / 3 - y ** 4 / 2 + y ** 5 / 5)
# Low-energy slope of the real part must be minus the coupling constant.
slope = self_unit[1].real / x[1]
slope_expected = -2 * quad(lambda t: bump(t) / t, 0, 1)[0]
assert abs(slope / slope_expected - 1) < 0.01

# Overlap of two spectral functions, as used in the conductivity
s1, s2 = 0.5 * self_unit[120], 0.5 * self_unit[180]


def spectral(xi, energy, s):
    return -1 / np.pi * (1 / (energy - xi - s)).imag


# Electron at +x[120]; hole at -x[180], where the real part changes sign.
s_hole = -s2.real + 1j * s2.imag
centres = sorted([x[120] - s1.real, -x[180] - s_hole.real])
cuts = [-200.0] + centres + [200.0]
overlap = sum(quad(lambda t: spectral(t, x[120], s1)
                   * spectral(t, -x[180], s_hole), lo, hi, limit=400)[0]
              for lo, hi in zip(cuts[:-1], cuts[1:]))
expected = (1j / (x[120] + x[180] - s1 - s2)).real / np.pi
assert abs(overlap / expected - 1) < 1e-4


def full_rate(coupling):
    """Im(i D / sigma) in units of the cutoff, on the grid x."""
    s = coupling * self_unit
    out = np.zeros(len(x))
    for j in range(1, len(x)):
        f = 1 / (x[j] - s[:j + 1] - s[j::-1])
        out[j] = (x[j] / trapezoid(f, x[:j + 1])).imag
    return out


def invert_grid(rates, step=10):
    f = x * rates
    out = np.full(len(x), np.nan)
    out[step:-step] = (f[2 * step:] - 2 * f[step:-step] + f[:-2 * step]) / (
        2 * np.pi * (step / per_cutoff) ** 2)
    return out


picks = np.arange(100, 601, 20)
allen_unit = np.array([2 * np.pi / x[j] * quad(
    lambda t: (x[j] - t) * bump(t), 0, min(x[j], 1))[0] for j in picks])
above = (x >= 1.1) & (x <= 2.9)
deviation, spurious = {}, {}
for g in (0.01, 0.02, 0.2, 1.0):
    rates = full_rate(g)
    recovered = invert_grid(rates)
    deviation[g] = np.max(abs(rates[picks] / (g * allen_unit) - 1))
    spurious[g] = np.max(abs(recovered[above]))
    print(f"lambda = {g:.2f}: largest relative rate deviation = "
          f"{deviation[g]:.4f}")
    if g >= 0.2:
        print(f"  at half cutoff: inverted = {recovered[100]:.4f}, "
              f"true = {g * bump(0.5):.4f}")
        print(f"  above cutoff (true 0): lowest = {recovered[above].min():.5f}, "
              f"highest = {recovered[above].max():.5f}")
growth_rate = deviation[0.02] / deviation[0.01]
growth_spurious = spurious[0.02] / spurious[0.01]
print(f"doubling lambda from 0.01: deviation grows by {growth_rate:.3f}")
print(f"  spurious spectrum above cutoff grows by {growth_spurious:.3f}")
assert 1.8 < growth_rate < 2.2
assert 3.5 < growth_spurious < 4.5

print("OK")
```

Output:

```
Fermi energy = 5.0 eV, phonon cutoff = 0.040 eV
coupling lambda = 0.20
Fermi wavenumber = 1.1456 1/angstrom
hbar * sound speed = 0.01746 eV angstrom
propagated/golden-rule rate, velocities differ = 0.9894
same ratio, equal velocities = 0.00000
momentum sum / formula with alpha_tr^2 F = 1.0000
relative statistical error of the sum = 0.0037
momentum sum / formula with alpha^2 F = 0.5715
w = 0.01 eV: optical rate = 3.2725e-06 eV, single-particle = 1.9635e-05 eV
w = 0.02 eV: optical rate = 1.0472e-04 eV, single-particle = 6.2832e-04 eV
w = 0.04 eV: optical rate = 3.3510e-03 eV, single-particle = 2.0106e-02 eV
w = 0.08 eV: optical rate = 1.1729e-02 eV, single-particle = 2.0106e-02 eV
w = 0.40 eV: optical rate = 1.8431e-02 eV, single-particle = 2.0106e-02 eV
high-frequency limit of the rate = 0.02011 eV
rate/w at w = 0.08 eV = 0.1466
lifetime at w = 0.08 eV = 56.12 fs
elastic rate added = 0.010 eV, step h = 0.002 eV
w = 0.02 eV: inverted = 0.02525, true alpha_tr^2 F = 0.02500
w = 0.03 eV: inverted = 0.12713, true alpha_tr^2 F = 0.12656
w = 0.04 eV: inverted = 0.18716, true alpha_tr^2 F = 0.40000
w = 0.05 eV: inverted = 0.00000, true alpha_tr^2 F = 0.00000
error of each rate = 1.0e-06 eV; at w = 0.02 eV
  error of alpha_tr^2 F: sampled 0.00195, formula 0.00195
lambda = 0.01: largest relative rate deviation = 0.0005
lambda = 0.02: largest relative rate deviation = 0.0011
lambda = 0.20: largest relative rate deviation = 0.0096
  at half cutoff: inverted = 0.0762, true = 0.0750
  above cutoff (true 0): lowest = -0.00051, highest = 0.00308
lambda = 1.00: largest relative rate deviation = 0.0323
  at half cutoff: inverted = 0.3973, true = 0.3750
  above cutoff (true 0): lowest = -0.03860, highest = 0.04033
doubling lambda from 0.01: deviation grows by 1.964
  spurious spectrum above cutoff grows by 3.967
OK
```
